# Exchange-only repulsion in the methane dimer: GGA exchange against Hartree–Fock: a program that tests the result

```python
# Exchange-only repulsion of the methane dimer (D3d): HF versus GGA exchange on HF densities.
# E_x = int A_x n^(4/3) F(s), s = |grad n|/(2(3pi^2)^(1/3) n^(4/3)); Hartree atomic units.
# d = dimer minus monomers (counterpoise).  E_int(GGA) = E_int(HF) - dEx(HF) + dEx(GGA).
# Tested: (1) F(s) and large-s limits; (2) dEx = dEx(LDA) + int F'(t) dW(t) dt with
# W(t) = int A_x n^(4/3) theta(s-t); (3) slab of tails n0 exp(-+u): dEx/area = A_x n0^(4/3) J/a,
# for F = s^p: J = s0^p I(p), I = 2^q G((p+1)/2) G(-q/2)/G((4p-1)/6), q = (4-p)/3, zero at p=1/4;
# (4) PW86 and B86b (F ~ s^(2/5)) deviate less from HF than revPBE and B88.
import numpy as np
from scipy.special import gamma, rgamma
from scipy.optimize import brentq
from scipy.integrate import dblquad
from scipy import constants as sc
from pyscf import gto, scf, df, dft, lib
scf.hf.MUTE_CHKFILE = True

AX = -0.75*(3/np.pi)**(1/3)
CX = 1.5*(3/(4*np.pi))**(1/3)
X_PER_S = 2*(6*np.pi**2)**(1/3)
S_DEN = 2*(3*np.pi**2)**(1/3)
MU = 0.06672455060314922*np.pi**2/3
KCAL = sc.physical_constants['Hartree energy'][0]*sc.N_A/(1000*sc.calorie)

def f_b88(s):
    x = X_PER_S*s
    return 1 + 0.0042/CX*x*x/(1 + 6*0.0042*x*np.log(x + np.sqrt(1 + x*x)))
F = {'PW86': lambda s: (1 + 1.296*s**2 + 14*s**4 + 0.2*s**6)**(1/15),
     'B86b': lambda s: 1 + 0.00375/CX*(X_PER_S*s)**2/(1 + 0.007*(X_PER_S*s)**2)**0.8,
     'revPBE': lambda s: 1 + 1.245 - 1.245/(1 + MU*s**2/1.245),
     'B88': f_b88,
     'RPBE': lambda s: 1 + 0.804*(1 - np.exp(-MU*s**2/0.804))}
CODE = {'PW86': 'GGA_X_PW86,', 'B86b': 'GGA_X_B86_MGC,', 'revPBE': 'GGA_X_PBE_R,',
        'B88': 'GGA_X_B88,', 'RPBE': 'GGA_X_RPBE,', 'LDA': 'LDA_X,'}
slope = lambda f, s: np.imag(f(s + 1e-20j))/1e-20      # complex-step derivative

def exc_libxc(name, rho):
    r = np.ascontiguousarray(rho[0] if name == 'LDA' else rho)
    return dft.libxc.eval_xc(CODE[name], r, spin=0, deriv=1)[0]
def f_libxc(name, s, n=0.3):
    s = np.atleast_1d(np.asarray(s, float))
    rho = np.zeros((4, s.size)); rho[0] = n; rho[3] = s*S_DEN*n**(4/3)
    return exc_libxc(name, rho)/(AX*n**(1/3))

# enhancement factors and large-gradient limits
for k in F:
    sv = np.array([0.05, 0.5, 1, 2, 4, 8, 30.])
    assert np.allclose(F[k](sv), f_libxc(k, sv), rtol=1e-6)
c_pw, c_b = 0.2**(1/15), 0.00375/CX*0.007**-0.8*X_PER_S**0.4
big = 1e8
limit = {'PW86': c_pw*big**0.4, 'B86b': 1 + c_b*big**0.4, 'revPBE': 2.245, 'RPBE': 1.804,
         'B88': X_PER_S*big/(6*CX*np.log(2*X_PER_S*big))}
print(f"mu(PBE)={MU:.5f} mu(B86b)={0.00375/CX*X_PER_S**2:.4f} x/s={X_PER_S:.4f} C={CX:.5f} A_x={AX:.5f}")
print(f"s^(2/5) prefactors: PW86 {c_pw:.4f}  B86b {c_b:.4f}")
print("F at s=1,2,4,8 | F' at s=2,6 | dlnF/dlns at s=1e8 (dimensionless)")
for k in F:
    lo, mid, hi = f_libxc(k, [big/1.01, big, big*1.01])
    ls = np.log(hi/lo)/(2*np.log(1.01))
    assert abs(mid/limit[k] - 1) < 1e-5
    if k in ('PW86', 'B86b'): assert abs(ls - 0.4) < 1e-3
    print(f" {k:7s}", *[f"{v:.3f}" for v in F[k](np.array([1., 2, 4, 8]))], "|",
          f"{slope(F[k], 2.):.3f} {slope(F[k], 6.):.3f} | {abs(ls):.4f}")
cross = brentq(lambda s: slope(F['revPBE'], s) - slope(F['PW86'], s), 2, 8)
print(f"F'(revPBE)=F'(PW86) at s={cross:.3f}")

# slab of two exponential tails
edges = np.r_[np.geomspace(1e-9, 6, 70), np.linspace(7, 75, 69)]
gx, gw = np.polynomial.legendre.leggauss(16)
u = (0.5*(edges[1:] + edges[:-1])[:, None] + 0.5*np.diff(edges)[:, None]*gx).ravel()
uw = (0.5*np.diff(edges)[:, None]*gw).ravel()
def slab_j(f, s0):
    eps, sb = np.exp(-2*u), s0*np.exp(-u/3)
    direct = (1 + eps)**(4/3)*f(-sb*np.expm1(-2*u)/(1 + eps)**(4/3)) - f(sb)
    first = eps*(4/3*f(sb) - 7/3*sb*slope(f, sb))     # avoids cancellation for eps < 6e-6
    g = np.exp(4*u/3)*np.where(u < 6, direct, first) - np.exp(-4*u/3)*f(s0*np.exp(u/3))
    return 2*np.dot(uw, g)
def i_closed(p):
    q = (4 - p)/3
    return 2**q*gamma((p + 1)/2)*gamma(-q/2)*rgamma((4*p - 1)/6)
for p in (0.0, 0.1, 0.25, 0.4, 1.0):
    num = slab_j(lambda s: s**p, 1.0)
    assert abs(num - i_closed(p)) < 1e-6
    print(f"slab p={p:.2f} q={(4-p)/3:.4f}: I quadrature {num:.6f}  closed form {i_closed(p):.6f}")
p0 = brentq(lambda p: slab_j(lambda s: s**p, 1.0), 0.05, 0.9)
assert abs(p0 - 0.25) < 1e-5
print(f"slab sign change at p={p0:.5f}")
jb = {k: slab_j(F[k], 1e4) for k in F}
assert abs(jb['PW86']/(c_pw*1e4**0.4*i_closed(0.4)) - 1) < 1e-3
assert abs(jb['B86b']/(i_closed(0.) + c_b*1e4**0.4*i_closed(0.4)) - 1) < 1e-3
assert abs(jb['revPBE']/(2.245*i_closed(0.)) - 1) < 2e-3
assert jb['B88'] < jb['PW86'] < jb['B86b'] < 0 < jb['revPBE']
print("slab J (>0 binds) at s0=2,4,8,16,1e4")
for k in F:
    print(f" {k:7s}", *[f"{slab_j(F[k], s0):.3f}" for s0 in (2., 4., 8., 16.)], f"{jb[k]:.3f}")

# overlap of two 1s orbitals (exponent 1/bohr); midpoint density goes as exp(-R)
s1s = lambda r: np.exp(-r)*(1 + r + r*r/3)
quad = dblquad(lambda e, x: (x*x - e*e)*np.exp(-8*x), 1, 8, -1, 1, epsabs=1e-13)[0]*8**3/4
assert abs(quad/s1s(8.) - 1) < 1e-7
ex = [-2*np.log(s1s(r + 1e-3)/s1s(r - 1e-3))/2e-3 for r in (8., 200.)]
assert 4/3 < ex[0] < ex[1] and abs(ex[1] - 2) < 0.03
print(f"1s overlap S(8 bohr)={quad:.6f}; dlnS^2/dln n0: {ex[0]:.3f} (R=8), {ex[1]:.3f} (R=200)")

# density-fitted RHF
def fitted(mol):
    return lib.unpack_tril(df.incore.cholesky_eri(mol, auxbasis=df.make_auxbasis(mol)))
def rhf(h, S, cd, C):
    n, no = C.shape
    w, v = np.linalg.eigh(C.T@S@C); C = C@(v/np.sqrt(w))@v.T
    w, v = np.linalg.eigh(S); X = v/np.sqrt(w)
    flat = cd.reshape(-1, n*n); fs, es = [], []
    for _ in range(40):
        D = 2*C@C.T
        J = ((flat@D.ravel())@flat).reshape(n, n)
        B = (cd.reshape(-1, n)@C).reshape(-1, n, no).transpose(1, 0, 2).reshape(n, -1)
        K = 2*B@B.T
        fock = h + J - K/2
        err = fock@D@S; err = X.T@(err - err.T)@X
        if abs(err).max() < 1e-7:
            return C, np.sum(D*(h + J/2 - K/4)), -np.sum(D*K)/4
        fs, es = (fs + [fock])[-8:], (es + [err.ravel()])[-8:]
        M = np.array(es)@np.array(es).T; d = np.sqrt(np.diag(M))
        c = np.linalg.lstsq(M/np.outer(d, d), 1/d, rcond=1e-12)[0]/d
        fock = np.tensordot(c/c.sum(), np.array(fs), 1)
        C = X@np.linalg.eigh(X.T@fock@X)[1][:, :no]
    raise RuntimeError('SCF not converged')

RCH = 2.05
local = np.array([[0, 0, 0], [-1, -1, -1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])*RCH/np.sqrt(3)
sym = ['C', 'H', 'H', 'H', 'H']
make = lambda s, xyz: gto.M(atom=[(a, tuple(r)) for a, r in zip(s, xyz)], unit='Bohr',
                            basis='aug-cc-pvdz', verbose=0)
mono = make(sym, local)
mf = scf.RHF(mono); mf.chkfile = None; mf.conv_tol = 1e-10; e_exact = mf.kernel()
Cm, e_df, _ = rhf(mono.intor('int1e_kin') + mono.intor('int1e_nuc'), mono.intor('int1e_ovlp'),
                  fitted(mono), mf.mo_coeff[:, :5])
e_df += mono.energy_nuc()
assert abs(e_df - e_exact) < 2e-4
print(f"CH4 r(CH)={RCH} bohr aug-cc-pVDZ: RHF {e_exact:.6f} Eh, fitted {e_df:.6f} Eh, "
      f"HOMO {mf.mo_energy[4]:.4f} Eh")
nm = mono.nao
par = np.concatenate([[(-1.)**mono.bas_angular(i)]*((2*mono.bas_angular(i) + 1)*mono.bas_nctr(i))
                      for i in range(mono.nbas)])
P = np.block([[np.zeros((nm, nm)), np.diag(par)], [np.diag(par), np.zeros((nm, nm))]])

def densities(mol, orbs, size):
    # axis along (111): the grid has D3d symmetry, so one wedge with multiplicities suffices
    g = dft.gen_grid.Grids(mol); g.atom_grid = size; g.prune = dft.gen_grid.treutler_prune
    g.verbose = 0; g.build(sort_grids=False)
    x, y, z = g.coords.T
    keep = (x - y > -1e-9) & (y - z > -1e-9) & (x + y + z < 0)
    ties = (abs(x - y) < 1e-9).astype(int) + (abs(y - z) < 1e-9).astype(int)
    w = (g.weights*2*np.array([6, 3, 1])[ties])[keep]
    pts = np.ascontiguousarray(g.coords[keep])
    rho = np.zeros((3, 4, w.size)); allc = np.hstack(orbs)
    for i in range(0, w.size, 8000):
        mo = np.asarray(mol.eval_gto('GTOval_sph_deriv1', pts[i:i + 8000]))@allc
        for j, sl in enumerate((slice(0, 10), slice(10, 15), slice(15, 20))):
            rho[j, :, i:i + 8000] = 4*np.einsum('pi,kpi->kp', mo[0][:, sl], mo[:, :, sl])
    rho[:, 0] /= 2
    assert abs(w@rho[0, 0] - 20) < 1e-3 and abs(w@(rho[1, 0] + rho[2, 0]) - 20) < 1e-3
    return w, rho
SIGN = (1, -1, -1)
def dex_gga(w, rho):
    return {k: sum(g*w@(r[0]*exc_libxc(k, r)) for g, r in zip(SIGN, rho)) for k in CODE}

RS = [6.5, 7.0, 7.5, 8.0, 9.0]
names = ['HF'] + list(CODE)
eint = {k: [] for k in names}; dex = {k: [] for k in names}; nmid = []
for R in RS:
    xa = local - R/2/np.sqrt(3)
    mol = make(sym*2, np.vstack([xa, -xa]))
    S, T, V = (mol.intor('int1e_' + k) for k in ('ovlp', 'kin', 'nuc'))
    VA = np.zeros_like(S)
    for a in range(5):
        with mol.with_rinv_origin(xa[a]):
            VA -= mol.atom_charge(a)*mol.intor('int1e_rinv')
    assert abs(P@S@P - S).max() < 1e-10 and abs(VA + P@VA@P - V).max() < 1e-9
    cd = fitted(mol)
    CA, eA, xA = rhf(T + VA, S, cd, np.vstack([Cm, np.zeros_like(Cm)]))
    CD, eD, xD = rhf(T + V, S, cd, np.hstack([CA, P@CA]))
    del cd
    ehf = eD + mol.energy_nuc() - 2*(eA + mono.energy_nuc())
    w, rho = densities(mol, (CD, CA, P@CA), (90, 590))
    dx = dex_gga(w, rho); dx['HF'] = xD - 2*xA
    for k in names:
        dex[k].append(dx[k]); eint[k].append(ehf - dx['HF'] + dx[k])
    nmid.append(2*np.sum((mol.eval_gto('GTOval_sph', np.zeros((1, 3)))@CA)**2))
    if R == 7.0:
        saved = (w, rho, dx)
        fine = dex_gga(*densities(mol, (CD, CA, P@CA), (120, 974)))
        gerr = max(abs(fine[k] - dx[k]) for k in CODE)
        assert gerr < 5e-6
print(f"grid refinement at R=7: max change of dEx {gerr*1e3:.4f} mEh")
print("R(C-C)/bohr   ", *[f"{r:8.1f}" for r in RS])
print("n_A(mid)/a0^-3", *[f"{v:8.2e}" for v in nmid])
for title, tab in (("E_int/mEh", eint), ("dEx/mEh", dex)):
    print(title)
    for k in names: print(f" {k:13s}", *[f"{v*1e3:8.4f}" for v in tab[k]])
hf = np.array(eint['HF'])
mad = {k: np.mean(abs(np.array(eint[k]) - hf)) for k in CODE}
print("MAD/mEh       ", *[f"{k} {v*1e3:.4f}" for k, v in mad.items()])
print("MAD/(kcal/mol)", *[f"{k} {v*KCAL:.3f}" for k, v in mad.items()])
print("E_int(R=7)/(kcal/mol)", *[f"{k} {eint[k][1]*KCAL:.3f}" for k in names])
assert max(mad['PW86'], mad['B86b']) < min(mad['revPBE'], mad['B88'])
assert np.all(np.array(eint['B88']) > hf) and np.all(np.array(eint['LDA']) < hf)
assert eint['revPBE'][0] > hf[0] > hf[1] > hf[2] > 0
expo = np.log(hf[0]/hf[2])/np.log(nmid[0]/nmid[2])
assert 1.45 < expo < 2.8
print(f"dln E_int(HF)/dln n_A(mid), R=6.5..7.5: {expo:.3f}")

# s-resolved decomposition at R = 7 bohr
w, rho, dx = saved
ss, ee = [], []
for g, r in zip(SIGN, rho):
    m = r[0] > 1e-16
    ss.append(np.linalg.norm(r[1:, m], axis=0)/(S_DEN*r[0, m]**(4/3)))
    ee.append(g*w[m]*AX*r[0, m]**(4/3))
ss, ee = np.concatenate(ss), np.concatenate(ee)
o = np.argsort(ss); above = np.r_[np.cumsum(ee[o][::-1])[::-1], 0.0]
te = np.expm1(np.linspace(0, np.log(1e4), 500001)); tm = 0.5*(te[1:] + te[:-1]); dt = np.diff(te)
dW = above[np.searchsorted(ss[o], tm)]
bands = [(0, 1), (1, 2), (2, 4), (4, 8), (8, 1e4)]
masks = [(tm >= a) & (tm < b) for a, b in bands]
meanW = [dW[m]@dt[m]/dt[m].sum() for m in masks[:4]]
print(f"R=7: dEx(LDA)={above[0]*1e3:.4f} mEh; mean dW/mEh in s=0-1,1-2,2-4,4-8:",
      *[f"{v*1e3:.3f}" for v in meanW])
assert meanW[2] > 0 and meanW[3] > 0 and abs(above[0] - dx['LDA']) < 1e-7
print("int F' dW /mEh in s=0-1,1-2,2-4,4-8,>8 | LDA+sum | libxc")
part = {}
for k in F:
    c = slope(F[k], tm)*dW*dt
    part[k] = [c[m].sum() for m in masks]
    tot = above[0] + sum(part[k])
    assert abs(tot - dx[k]) < 4e-6     # step-function sampling in t gives about 1e-6 Eh
    print(f" {k:7s}", *[f"{v*1e3:7.3f}" for v in part[k]], f"| {tot*1e3:.4f} | {dx[k]*1e3:.4f}")
assert part['revPBE'][2] > max(part['PW86'][2], part['B86b'][2])
tail = {k: part[k][3] + part[k][4] for k in F}
assert tail['revPBE'] < min(tail['PW86'], tail['B86b'])
assert tail['B88'] > max(tail['PW86'], tail['B86b'])
print("all good")
```

Printed output:

```
mu(PBE)=0.21951 mu(B86b)=0.2449 x/s=7.7956 C=0.93053 A_x=-0.73856
s^(2/5) prefactors: PW86 0.8983  B86b 0.4852
F at s=1,2,4,8 | F' at s=2,6 | dlnF/dlns at s=1e8 (dimensionless)
 PW86    1.205 1.442 1.750 2.168 | 0.195 0.103 | 0.4000
 B86b    1.184 1.442 1.757 2.083 | 0.219 0.078 | 0.3995
 revPBE  1.187 1.515 1.919 2.144 | 0.302 0.049 | 0.0000
 B88     1.178 1.467 2.033 3.045 | 0.294 0.252 | 0.9528
 RPBE    1.192 1.534 1.794 1.804 | 0.295 0.000 | 0.0000
F'(revPBE)=F'(PW86) at s=3.839
slab p=0.00 q=1.3333: I quadrature 2.649958  closed form 2.649958
slab p=0.10 q=1.3000: I quadrature 1.458670  closed form 1.458670
slab p=0.25 q=1.2500: I quadrature 0.000000  closed form -0.000000
slab p=0.40 q=1.2000: I quadrature -1.158858  closed form -1.158858
slab p=1.00 q=1.0000: I quadrature -4.000000  closed form -4.000000
slab sign change at p=0.25000
slab J (>0 binds) at s0=2,4,8,16,1e4
 PW86    0.488 -0.083 -0.689 -1.745 -41.439
 B86b    0.456 -0.267 -0.082 0.148 -19.738
 revPBE  -0.011 -1.219 0.365 2.925 5.946
 B88     0.274 -2.119 -5.805 -11.880 -4323.605
 RPBE    -0.089 -0.456 2.676 4.018 4.780
1s overlap S(8 bohr)=0.010176; dlnS^2/dln n0: 1.582 (R=8), 1.980 (R=200)
CH4 r(CH)=2.05 bohr aug-cc-pVDZ: RHF -40.199576 Eh, fitted -40.199575 Eh, HOMO -0.5450 Eh
grid refinement at R=7: max change of dEx 0.0002 mEh
R(C-C)/bohr         6.5      7.0      7.5      8.0      9.0
n_A(mid)/a0^-3 1.90e-03 1.19e-03 7.55e-04 4.81e-04 1.85e-04
E_int/mEh
 HF              1.4956   0.5943   0.2372   0.0968   0.0203
 PW86            2.1376   0.9512   0.4436   0.2161   0.0573
 B86b            2.3318   1.0198   0.4460   0.1907   0.0276
 revPBE          3.2056   1.4681   0.6449   0.2557   0.0021
 B88             4.0819   2.3287   1.3873   0.8458   0.3140
 RPBE            2.6010   0.9481   0.2453  -0.0249  -0.0999
 LDA            -0.2888  -0.4544  -0.3679  -0.2462  -0.0805
dEx/mEh
 HF             -3.7307  -1.6876  -0.7376  -0.3115  -0.0479
 PW86           -3.0887  -1.3307  -0.5313  -0.1921  -0.0109
 B86b           -2.8945  -1.2622  -0.5288  -0.2175  -0.0406
 revPBE         -2.0207  -0.8139  -0.3299  -0.1526  -0.0661
 B88            -1.1444   0.0467   0.4125   0.4376   0.2458
 RPBE           -2.6253  -1.3339  -0.7295  -0.4332  -0.1681
 LDA            -5.5151  -2.7364  -1.3427  -0.6544  -0.1487
MAD/mEh        PW86 0.2723 B86b 0.3144 revPBE 0.6337 B88 1.3027 RPBE 0.3418 LDA 0.7764
MAD/(kcal/mol) PW86 0.171 B86b 0.197 revPBE 0.398 B88 0.817 RPBE 0.215 LDA 0.487
E_int(R=7)/(kcal/mol) HF 0.373 PW86 0.597 B86b 0.640 revPBE 0.921 B88 1.461 RPBE 0.595 LDA -0.285
dln E_int(HF)/dln n_A(mid), R=6.5..7.5: 1.997
R=7: dEx(LDA)=-2.7364 mEh; mean dW/mEh in s=0-1,1-2,2-4,4-8: -1.819 1.938 3.146 0.532
int F' dW /mEh in s=0-1,1-2,2-4,4-8,>8 | LDA+sum | libxc
 PW86     -0.301   0.407   1.020   0.235   0.046 | -1.3288 | -1.3307
 B86b     -0.278   0.461   1.072   0.192   0.029 | -1.2605 | -1.2622
 revPBE   -0.273   0.621   1.416   0.154   0.007 | -0.8120 | -0.8139
 B88      -0.272   0.569   1.800   0.550   0.138 | 0.0483 | 0.0467
 RPBE     -0.279   0.632   1.040   0.011   0.000 | -1.3319 | -1.3339
all good
```
